# The Keesom Interaction between Two Freely Rotating Permanent Dipoles

## Part I. The pair energy and its thermal average

Two polar molecules in a warm gas pass at a distance several times their own size. Each carries a permanent electric dipole, and each tumbles. At one moment the dipoles point head to tail and attract; a little later one of them has turned over, and the same two molecules repel with equal strength. If every orientation were equally likely, attraction and repulsion would cancel in the mean. Yet the molecules are in thermal equilibrium, and equilibrium favours orientations of lower energy. The question is how much attraction this preference leaves behind, and how it depends on distance and temperature.

### Setting and assumptions

Molecule 1 sits at the origin and molecule 2 at $r\mathbf n$, where $\mathbf n$ is a unit vector and $r$ is held fixed while the orientations are averaged. The dipole moments are $\mu_1\mathbf u_1$ and $\mu_2\mathbf u_2$, with fixed magnitudes and unit vectors $\mathbf u_1,\mathbf u_2$ pointing from negative to positive charge. The assumptions are these.

1. The distance $r$ is large compared with the charge separation inside each molecule, so that each acts as a point dipole.
2. Each molecule is a rigid linear rotor with its dipole along its axis. Nothing hinders its rotation except the other dipole.
3. The rotation is classical. This requires $kT\gg\hbar^2/(2I)$ for each moment of inertia $I$, where $k$ is the Boltzmann constant and $T$ the temperature.
4. The orientations are in thermal equilibrium at $T$.
5. The pair is in vacuum. Polarizability, dispersion and the overlap of electron clouds are left out.

Define

$$
A=\frac{\mu_1\mu_2}{4\pi\varepsilon_0},\qquad x=\frac{A}{r^3kT}.
$$

The quantity $A/r^3$ is an energy that sets the scale of the dipole interaction. The pure number $x$ compares it with the thermal energy. High temperature here means $x\ll1$.

"Freely rotating" describes the absence of any other hindrance. It does not mean that all orientations are equally probable.

### Theorem

Let $U$ be the Boltzmann average of the interaction energy at fixed $r$, and let $w$ be the orientational free energy, chosen to vanish at infinite separation. Under the assumptions above, as $x\to0$,

$$
U=-\frac{2\mu_1^2\mu_2^2}{3(4\pi\varepsilon_0)^2kT\,r^6}\,\bigl[1+O(x^2)\bigr],
$$

$$
w=-\frac{\mu_1^2\mu_2^2}{3(4\pi\varepsilon_0)^2kT\,r^6}\,\bigl[1+O(x^2)\bigr].
$$

Both leading terms are inversely proportional to $r^6$ and to $T$. Both are called the Keesom energy, although they answer different questions: $U$ is the mean energy, and the slope of $w$ gives the mean force. The proof rests on four lemmas.

### Lemma 1: the energy of two dipoles

For point dipoles the interaction energy is

$$
V=\frac{A}{r^3}f,\qquad
f=\mathbf u_1\cdot\mathbf u_2-3(\mathbf u_1\cdot\mathbf n)(\mathbf u_2\cdot\mathbf n),
$$

and $-2\le f\le2$.

**Proof.** Represent dipole 1 by charges $s_1q_1$ at $s_1d_1\mathbf u_1/2$, with $s_1=\pm1$ and $q_1d_1=\mu_1$. Represent dipole 2 by charges $s_2q_2$ at $r\mathbf n+s_2d_2\mathbf u_2/2$, with $s_2=\pm1$ and $q_2d_2=\mu_2$. The energy between the molecules is the sum of four Coulomb terms,

$$
V=\frac{q_1q_2}{4\pi\varepsilon_0}\sum_{s_1,s_2}\frac{s_1s_2}{|r\mathbf n+\mathbf a|},
\qquad \mathbf a=\tfrac12(s_2d_2\mathbf u_2-s_1d_1\mathbf u_1).
$$

The energy between the two charges of one molecule does not depend on orientation or on $r$, and is omitted.

Write $|r\mathbf n+\mathbf a|^2=r^2(1+\eta)$ with $\eta=2\mathbf n\cdot\mathbf a/r+a^2/r^2$. From $(1+\eta)^{-1/2}=1-\eta/2+3\eta^2/8-\dots$, keeping terms up to second order in $a/r$,

$$
\frac1{|r\mathbf n+\mathbf a|}
=\frac1r\left[1-\frac{\mathbf n\cdot\mathbf a}{r}
-\frac{a^2}{2r^2}+\frac{3(\mathbf n\cdot\mathbf a)^2}{2r^2}+\dots\right].
$$

The last coefficient is $\tfrac38\times4=\tfrac32$. Now multiply by $s_1s_2$ and sum over the four sign pairs. A term survives if it is odd in $s_1$ and also odd in $s_2$. The constant is odd in neither, and each part of $\mathbf n\cdot\mathbf a$ contains one sign alone, so both drop out. For the quadratic terms,

$$
a^2=\tfrac14\left(d_1^2+d_2^2-2s_1s_2d_1d_2\,\mathbf u_1\cdot\mathbf u_2\right),
$$

and since $\sum s_1s_2=0$ while $\sum(s_1s_2)^2=4$,

$$
\sum_{s_1,s_2}s_1s_2\,a^2=-2d_1d_2\,\mathbf u_1\cdot\mathbf u_2.
$$

In the same way,

$$
\sum_{s_1,s_2}s_1s_2(\mathbf n\cdot\mathbf a)^2
=-2d_1d_2(\mathbf n\cdot\mathbf u_1)(\mathbf n\cdot\mathbf u_2).
$$

Inserting both sums with their coefficients $-\tfrac12$ and $+\tfrac32$ gives

$$
V=\frac{q_1q_2d_1d_2}{4\pi\varepsilon_0r^3}
\left[\mathbf u_1\cdot\mathbf u_2-3(\mathbf u_1\cdot\mathbf n)(\mathbf u_2\cdot\mathbf n)\right],
$$

which is the stated energy because $q_1d_1q_2d_2=\mu_1\mu_2$. Third-order terms cannot be odd in both signs, since two odd powers add up to an even one. For this arrangement, with the charges placed symmetrically about the points that define $r$, the first omitted terms are therefore smaller by two powers of (charge separation)$/r$. A molecule whose charges are not symmetric about its centre has a quadrupole moment there, and the dipole–quadrupole term in $V$ is smaller by only one power.

For the bounds, take $\mathbf n$ along $z$. Then

$$
f=u_{1x}u_{2x}+u_{1y}u_{2y}-2u_{1z}u_{2z}=\mathbf u_1\cdot\mathbf v,
\qquad \mathbf v=(u_{2x},u_{2y},-2u_{2z}).
$$

Since $\mathbf u_1$ is a unit vector, $|f|\le|\mathbf v|$, and $|\mathbf v|^2=1+3u_{2z}^2\le4$. $\square$

**Remark.** Four arrangements show what $f$ means. Head to tail along the axis gives $f=1-3=-2$, the lowest energy. Turning one of these dipoles over gives $f=+2$. Side by side, with both dipoles perpendicular to the axis, $f=+1$ if they are parallel and $f=-1$ if they are antiparallel. When the four-charge sum was evaluated with charge separations of $r/1000$ for twenty randomly chosen orientations, the largest difference of $f$ from the formula was $7\times10^{-7}$, in keeping with an error of second order in the separation. This is not a bound: head to tail with equal separations $d$, the sum $2/r-1/(r+d)-1/(r-d)=-2d^2/[r(r^2-d^2)]$ shows an error of about $2(d/r)^2=2\times10^{-6}$.

### Lemma 2: the weight of an orientation

In classical equilibrium, the probability of finding the dipoles within solid angles $d\Omega_1$ and $d\Omega_2$ is proportional to

$$
e^{-V/kT}\,d\Omega_1\,d\Omega_2,\qquad d\Omega=\sin\theta\,d\theta\,d\phi .
$$

**Proof.** The classical Boltzmann weight is uniform in coordinates and their conjugate momenta, apart from the factor $e^{-H/kT}$. It is not obvious in advance that this leads to a uniform weight on the sphere, so the momenta have to be integrated out.

For one rotor, $\mathbf u=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)$ has squared velocity $\dot\theta^2+\sin^2\theta\,\dot\phi^2$. The kinetic energy is $\tfrac12I(\dot\theta^2+\sin^2\theta\,\dot\phi^2)$. Its derivatives with respect to the velocities are the momenta $p_\theta=I\dot\theta$ and $p_\phi=I\sin^2\theta\,\dot\phi$, so that

$$
H_{\rm rot}=\frac{p_\theta^2}{2I}+\frac{p_\phi^2}{2I\sin^2\theta}.
$$

The Gaussian integral $\int_{-\infty}^{\infty}e^{-p^2/2b}\,dp=\sqrt{2\pi b}$ is used once with $b=IkT$ and once with $b=IkT\sin^2\theta$:

$$
\int\!\!\int e^{-H_{\rm rot}/kT}\,dp_\theta\,dp_\phi
=\sqrt{2\pi IkT}\,\sqrt{2\pi IkT\sin^2\theta}
=2\pi IkT\,\sin\theta .
$$

The square root of $\sin^2\theta$ is $\sin\theta$ because $0\le\theta\le\pi$. The potential $V$ contains no momenta, so its Boltzmann factor is untouched. Doing the same for the second rotor gives the claim; the constants $2\pi IkT$ disappear on normalization. $\square$

The moments of inertia thus have no influence on the orientations in the classical regime. A heavy rotor turns more slowly than a light one, but it visits the same orientations with the same probabilities.

Let $\langle g\rangle_0$ denote the uniform average over both spheres,

$$
\langle g\rangle_0=\frac1{(4\pi)^2}\int\!\!\int g\,d\Omega_1\,d\Omega_2 .
$$

By Lemma 2, with $V/kT=xf$, the thermal mean energy and its normalizing factor are

$$
U=\frac{\langle Ve^{-xf}\rangle_0}{Z},\qquad Z=\langle e^{-xf}\rangle_0 .
$$

The free energy is $w=-kT\ln Z$. As $r\to\infty$, $x\to0$ and $Z\to1$, so $w\to0$ as required.

### Lemma 3: energy, free energy, entropy and force

Let $F$ be the thermal average of $-\partial V/\partial r$, the radial force on molecule 2, counted positive when it is repulsive. Let $p=e^{-xf}/Z$ be the probability density relative to the uniform distribution, and let $\Delta S=-k\langle p\ln p\rangle_0$ be the orientational entropy relative to that distribution. For every $x$,

$$
F=-\frac{dw}{dr}=\frac{3U}{r},\qquad w=U-T\Delta S,\qquad U\le w\le0 .
$$

**Proof.** Differentiate $w=-kT\ln\langle e^{-V/kT}\rangle_0$ at fixed $T$:

$$
-\frac{dw}{dr}
=\frac{kT}{Z}\left\langle-\frac1{kT}\frac{\partial V}{\partial r}e^{-V/kT}\right\rangle_0
=\frac1Z\left\langle-\frac{\partial V}{\partial r}e^{-V/kT}\right\rangle_0=F .
$$

Since $V$ is proportional to $r^{-3}$, $-\partial V/\partial r=3V/r$ for each orientation. The thermal average of this is $3U/r$.

For the entropy, $\ln p=-V/kT-\ln Z$. Multiplying by $p$ and averaging gives $\langle p\ln p\rangle_0=-U/kT-\ln Z$, because $\langle p\rangle_0=1$. Hence

$$
T\Delta S=U+kT\ln Z=U-w .
$$

For the inequalities, use $e^{-y}\ge1-y$, which holds for every real $y$. With $y=xf$ it gives $Z\ge1-x\langle f\rangle_0$. The average $\langle f\rangle_0$ vanishes, since reversing $\mathbf u_1$ changes the sign of $f$ and leaves the uniform average unchanged. So $Z\ge1$ and $w\le0$. Also $p\ln p\ge p-1$ for $p>0$, whose average is zero, so $\Delta S\le0$ and $U=w+T\Delta S\le w$. $\square$

Within this model, then, the mean force is never repulsive, whatever the temperature. The high-temperature expansion is needed for the size of the attraction; its sign is already settled.

### Lemma 4: the first moments of $f$

All odd moments of $f$ vanish in the uniform average, and $\langle f^2\rangle_0=\tfrac23$.

**Proof.** The reversal $\mathbf u_1\to-\mathbf u_1$ sends $f^m$ to $-f^m$ for odd $m$, while the average is unchanged. A number equal to its own negative is zero.

For the second moment, first consider one unit vector with components $u_i$. The average of $u_iu_j$ with $i\ne j$ vanishes, because reflecting the axis $i$ changes its sign. The averages of $u_x^2$, $u_y^2$ and $u_z^2$ are equal by symmetry and add up to 1. Thus the average of $u_iu_j$ is $\delta_{ij}/3$, where $\delta_{ij}$ is 1 for equal indices and 0 otherwise. With $\mathbf n$ along $z$, $f=\sum_im_iu_{1i}u_{2i}$ with $(m_x,m_y,m_z)=(1,1,-2)$. The two vectors are averaged independently, so

$$
\langle f^2\rangle_0=\sum_{i,j}m_im_j\,\frac{\delta_{ij}}3\,\frac{\delta_{ij}}3
=\frac{1+1+4}{9}=\frac23 .\qquad\square
$$

## Part II. The inverse sixth power, its size and its limits

The symbols carried over are these. The dipole energy is $V=(A/r^3)f$, with $A=\mu_1\mu_2/(4\pi\varepsilon_0)$ and $-2\le f\le2$. The coupling is $x=A/(r^3kT)$, so $V=kT\,xf$. Angle brackets with subscript 0 are uniform averages over both orientations, and $Z=\langle e^{-xf}\rangle_0$. The mean energy is $U=\langle Ve^{-xf}\rangle_0/Z$, and the free energy is $w=-kT\ln Z$. Part I showed that $F=-dw/dr=3U/r$ and $w=U-T\Delta S$, that odd moments of $f$ vanish, and that $\langle f^2\rangle_0=\tfrac23$.

### Proof of the theorem

Because $f$ is bounded, the exponential series can be averaged term by term. The odd moments drop out, so

$$
Z=1+\frac{x^2}{2}\langle f^2\rangle_0+O(x^4)=1+\frac{x^2}{3}+O(x^4).
$$

In the numerator of $U$, one factor $f$ is already present:

$$
\langle Ve^{-xf}\rangle_0
=kT\,x\left[\langle f\rangle_0-x\langle f^2\rangle_0+\frac{x^2}{2}\langle f^3\rangle_0+O(x^3)\right]
=-\frac23kT\,x^2+O(kT\,x^4).
$$

Dividing by $Z=1+O(x^2)$ changes this first at order $x^4$. Also $\ln Z=x^2/3+O(x^4)$. Therefore

$$
U=-\frac23kT\,x^2\,[1+O(x^2)],\qquad
w=-\frac13kT\,x^2\,[1+O(x^2)].
$$

Finally,

$$
kT\,x^2=kT\,\frac{A^2}{r^6(kT)^2}=\frac{A^2}{kT\,r^6}
=\frac{\mu_1^2\mu_2^2}{(4\pi\varepsilon_0)^2kT\,r^6},
$$

and the theorem follows. $\square$

The proof shows where the powers come from. To first order, the probability density relative to uniform is $1-xf$: orientations of negative energy are slightly favoured. This bias is proportional to $A/(r^3kT)$. The energy it weights is proportional to $A/r^3$. Their product carries $r^{-6}$, one factor $1/T$, and the square of each dipole moment. Heating the pair does not weaken the dipoles; it weakens the preference for attractive orientations.

### Remark: two energies and one force

The factor of two between $U$ and $w$ is the cost of orientational order. At leading order,

$$
T\Delta S=U-w=-\tfrac13kT\,x^2 .
$$

Suppose the molecules are brought slowly from far apart to distance $r$ at constant temperature. The mean interaction energy changes by $U$. The work done on the pair is $w$, and the heat it takes up is $T\Delta S$. Both are negative and, at leading order, equal. Half of the energy released appears as work, and half goes to the surroundings as heat because the orientations have become less random. The mean rotational kinetic energy stays the same, since the kinetic energy of each rotor has two quadratic momentum terms, each with mean $kT/2$ at every orientation.

The mean force follows from either route of Lemma 3:

$$
F=-\frac{dw}{dr}=\frac{3U}{r}=-\frac{2A^2}{kT\,r^7}
$$

at leading order. Differentiating $U$ as if it were a potential gives $-dU/dr=6U/r$, which is twice the force. The derivative of $U$ includes the heat exchanged as the distance changes.

The free energy also governs how often a pair is found at distance $r$. Integrating the Boltzmann weight over orientations leaves the factor $Z=e^{-w/kT}$, which multiplies the volume $4\pi r^2\,dr$ of the spherical shell. For the relative abundance of distances, as for the force, $w$ is the energy to use. This applies only where the point-dipole model does: as $r\to0$ the factor $Z$ grows without bound, and the distribution of distances cannot be normalized without the short-range repulsion left out here.

### A worked example

Take round model parameters, attached to no substance: $\mu_1=6.0\times10^{-30}$ C m, $\mu_2=4.0\times10^{-30}$ C m, $r=0.60$ nm and $T=400$ K. First,

$$
A=(8.98755\times10^{9})(6.0\times10^{-30})(4.0\times10^{-30})
=2.157\times10^{-49}\ \text{J m}^3 .
$$

With $r^3=2.16\times10^{-28}$ m$^3$, the dipole energy scale is $A/r^3=9.986\times10^{-22}$ J. The thermal energy is

$$
kT=(1.380649\times10^{-23})(400)=5.523\times10^{-21}\ \text{J},
$$

so $x=0.181$ and the high-temperature formula should apply within the classical model. Whether the rotation is classical at this temperature depends on the moments of inertia, which the example leaves unspecified. It gives

$$
U=-\frac23\,\frac{(9.986\times10^{-22})^2}{5.523\times10^{-21}}
=-1.204\times10^{-22}\ \text{J},
$$

or $-0.0725$ kJ per mole of pairs. The free energy is half of this, $w=-6.02\times10^{-23}$ J, or $-0.0362$ kJ/mol.

The head-to-tail arrangement has energy $-2A/r^3=-1.997\times10^{-21}$ J. The thermal average retains about 6 percent of it. In general this fraction is $(\tfrac23kT\,x^2)/(2kT\,x)=x/3$ at leading order.

Direct quadrature over the orientation angles, with the full Boltzmann factor, gives $U=-1.200\times10^{-22}$ J and $w=-6.010\times10^{-23}$ J. It also gives $T\Delta S=-5.992\times10^{-23}$ J, and the balance closes:

$$
U-T\Delta S=(-12.002+5.992)\times10^{-23}\ \text{J}=-6.010\times10^{-23}\ \text{J}=w .
$$

The mean force from the quadrature is $-6.001\times10^{-13}$ N, and $-dw/dr$ gives the same value. The slope $-dU/dr$ is $-1.197\times10^{-12}$ N, close to twice the force. The leading formula gives $-6.02\times10^{-13}$ N for the force. Its digits repeat those of $w$ because $F=6w/r$ at leading order, and $6/r$ happens to be $10^{10}$ m$^{-1}$ here.

### Proposition: the first correction

For small $x$,

$$
U=-\frac23kT\,x^2\left[1-\frac{7}{75}x^2+O(x^4)\right],
$$

$$
w=-\frac13kT\,x^2\left[1-\frac{7}{150}x^2+O(x^4)\right].
$$

**Proof.** The fourth moment of $f$ is needed. Use $f=\mathbf u_1\cdot\mathbf v$ with $|\mathbf v|^2=1+3c^2$, where $c=u_{2z}$. For fixed $\mathbf u_2$, let $t$ be the cosine of the angle between $\mathbf u_1$ and $\mathbf v$. It is uniformly distributed between $-1$ and $1$, because $\sin\theta\,d\theta=-d(\cos\theta)$. Averaging over $\mathbf u_1$ therefore gives

$$
|\mathbf v|^4\,\frac12\int_{-1}^{1}t^4\,dt=\frac{(1+3c^2)^2}{5}.
$$

The averages of $c^2$ and $c^4$ are $\tfrac13$ and $\tfrac15$. Hence

$$
\langle f^4\rangle_0=\frac15\left(1+\frac63+\frac95\right)=\frac{24}{25}.
$$

The fourth-order term in $Z$ is $x^4\langle f^4\rangle_0/24=x^4/25$. With $\ln(1+y)=y-y^2/2+\dots$,

$$
\ln Z=\frac{x^2}{3}+\left(\frac1{25}-\frac1{18}\right)x^4+O(x^6)
=\frac{x^2}{3}-\frac{7}{450}x^4+O(x^6).
$$

Multiplying by $-kT$ and taking out $x^2/3$ gives the result for $w$.

For $U$, note that $dZ/dx=-\langle fe^{-xf}\rangle_0$. Since $V=kT\,xf$,

$$
U=-kT\,x\,\frac{d\ln Z}{dx}
=-kT\left(\frac{2x^2}{3}-\frac{14x^4}{225}+O(x^6)\right).
$$

Taking out $2x^2/3$ leaves the relative correction $-\tfrac{14}{225}\times\tfrac32=-\tfrac7{75}$. $\square$

At $x=0.181$ the corrections are about 0.3 percent for $U$ and 0.15 percent for $w$, in agreement with the example. The coefficients were also extracted from the angular quadrature at small $x$. They came out as $-0.0933$ and $-0.0467$, which match $-7/75$ and $-7/150$.

### Where the law holds

The table compares the Keesom formula with the angular quadrature for the same dipoles at 400 K. The last column is the formula divided by the quadrature.

| $r$ (nm) | $x$ | $U$, quadrature (J) | Ratio |
|---|---|---|---|
| 0.3 | 1.447 | $-6.569\times10^{-21}$ | 1.173 |
| 0.4 | 0.610 | $-1.326\times10^{-21}$ | 1.034 |
| 0.5 | 0.312 | $-3.562\times10^{-22}$ | 1.009 |
| 0.6 | 0.181 | $-1.200\times10^{-22}$ | 1.003 |
| 0.8 | 0.076 | $-2.141\times10^{-23}$ | 1.001 |
| 1.0 | 0.039 | $-5.616\times10^{-24}$ | 1.000 |

The formula overestimates the attraction by 3 percent at 0.4 nm and by 17 percent at 0.3 nm, relative to the quadrature. At such short distances the point-dipole assumption may fail as well, and the quadrature does not correct for that.

Temperature acts through the same $x$. At 0.60 nm the quadrature gives $-2.379\times10^{-22}$ J at 200 K and $-6.01\times10^{-23}$ J at 800 K; the formula gives $-2.408\times10^{-22}$ J and $-6.02\times10^{-23}$ J. Its error falls from 1.2 percent to less than 0.1 percent. Far apart, where $x$ is very small, the logarithmic slopes of the quadrature energy tested the two powers directly. They were $-6.000$ in distance, between 2 and 4 nm, and $-1.000$ in temperature, between 400 and 800 K.

### Remark: strong coupling

When $x\gg1$ the dipoles no longer rotate through all orientations. They lock head to tail and rock about the axis. Let $a_1,b_1$ and $a_2,b_2$ be the small components of $\mathbf u_1$ and $\mathbf u_2$ perpendicular to $\mathbf n$. Then $u_{1z}\approx1-(a_1^2+b_1^2)/2$, and similarly for $u_{2z}$. Inserting these in $f=u_{1x}u_{2x}+u_{1y}u_{2y}-2u_{1z}u_{2z}$ gives, to second order,

$$
f\approx-2+(a_1^2+a_2^2+a_1a_2)+(b_1^2+b_2^2+b_1b_2).
$$

Each bracket is a sum of two squares, since

$$
a_1^2+a_2^2+a_1a_2=\tfrac34(a_1+a_2)^2+\tfrac14(a_1-a_2)^2 .
$$

There are four independent quadratic terms, each with mean energy $kT/2$ in classical equilibrium. The reversed arrangement, with both dipoles along $-\mathbf n$, gives the same energy. Hence

$$
U\approx-\frac{2A}{r^3}+2kT\qquad(x\gg1).
$$

The leading energy now varies as $r^{-3}$ and no longer falls off as $1/T$. At $x=40$ this limit gives $U/kT=-78$, and numerical integration gives $-77.98$. The Keesom formula would give $-1067$, far below the minimum possible value of $-2x=-80$. It crosses that minimum when $\tfrac23x^2=2x$, that is, at $x=3$, so beyond $x=3$ it gives an energy lower than any arrangement of the dipoles can have.

### Remark: what the model leaves out

At low temperature the classical average may fail before strong coupling is reached. If $kT$ is not large compared with the rotational quantum $\hbar^2/(2I)$, the discrete rotational levels must be used, and the moments of inertia then matter. For locked dipoles the condition is stricter: $kT$ must also be large compared with the quantum of the rocking motion, which is of order $\hbar\sqrt{A/(r^3I)}$, with $I$ the smaller moment of inertia. The strong-coupling formula above holds only when this is so.

The result describes one pair in vacuum. In a liquid, neighbouring dipoles also influence the orientations, and the averages over different pairs are no longer independent. Real molecules also attract through induction and dispersion, which are absent here. A small Keesom energy therefore does not imply a small total attraction. If either permanent dipole is zero, the Keesom term vanishes, while dispersion remains.

The numerical output below lists the values behind the example and the comparisons.

## Table of computed values

```
dipole moment mu1 = 6.00e-30 C m
dipole moment mu2 = 4.00e-30 C m
distance r = 0.60 nm, temperature T = 400 K
Coulomb constant 1/(4 pi eps0) = 8.98755e+09 N m^2 C^-2
Boltzmann constant k = 1.380649e-23 J/K
A = mu1 mu2/(4 pi eps0) = 2.1570e-49 J m^3
A/r^3 = 9.9862e-22 J
head-to-tail energy -2A/r^3 = -1.9972e-21 J
kT = 5.5226e-21 J
coupling x = 0.1808 (no unit)
four-charge test, largest error in f = 7.0e-07
uniform average of f^1 = -0.000000
uniform average of f^2 = 0.666667
uniform average of f^3 = -0.000000
uniform average of f^4 = 0.960000
Keesom mean energy U = -1.2038e-22 J = -0.07250 kJ/mol
quadrature mean energy U = -1.2002e-22 J
Keesom free energy w = -6.0191e-23 J = -0.03625 kJ/mol
quadrature free energy w = -6.0100e-23 J
quadrature T*(entropy change) = -5.9917e-23 J
Keesom mean force = -6.0191e-13 N
quadrature mean force = -6.0008e-13 N
quadrature -dw/dr = -6.0008e-13 N
quadrature -dU/dr = -1.1965e-12 N (not the force)
distance exponent of U, 2 to 4 nm, 400 K = -6.00000
temperature exponent of U, 400 to 800 K, 2 nm = -1.00000
x^2 correction coefficient of U: -0.09333, -7/75 = -0.09333
x^2 correction coefficient of w: -0.04666, -7/150 = -0.04667
Distance table at 400 K: r/nm, x, U Keesom/J, U quadrature/J, ratio K/q
0.3 1.4466 -7.7045e-21 -6.5685e-21 1.1729
0.4 0.6103 -1.3712e-21 -1.3262e-21 1.0339
0.5 0.3125 -3.5946e-22 -3.5623e-22 1.0091
0.6 0.1808 -1.2038e-22 -1.2002e-22 1.0030
0.8 0.0763 -2.1425e-23 -2.1414e-23 1.0005
1.0 0.0391 -5.6166e-24 -5.6158e-24 1.0001
Temperature table at 0.60 nm: T/K, x, U Keesom/J, U quadrature/J
200 0.3616 -2.4076e-22 -2.3789e-22
400 0.1808 -1.2038e-22 -1.2002e-22
800 0.0904 -6.0191e-23 -6.0145e-23
strong coupling x = 40: U/kT = -77.982, limit form -2x+2 = -78
Keesom formula there: U/kT = -1066.7
```
